# Quenched orbital momentum, spin-orbit coupling and Kittel's relation for g, part 1

(Sections cited here and not found follow in the second part.)

## First half: one hole in a tetragonal crystal field

For an ion whose ground level in the crystal field has no orbital degeneracy, the orbital moment vanishes without spin-orbit coupling. If the level has nonzero spin, the coupling restores a moment at most of order $\zeta/\Delta$, where $\zeta$ is the one-electron spin-orbit constant and $\Delta$ a crystal-field excitation energy. The same mixing shifts the resonance factor $g$, so that

$$
g-2=2\,\frac{m_{\rm orb}}{m_{\rm spin}}+O\!\left[(\zeta/\Delta)^2\right].
$$

This is Kittel's relation. Both moments and $g$ refer to one symmetry axis. For $S\ge1$, $g$ means the coefficient of the Zeeman term in the spin Hamiltonian of the whole multiplet. When a zero-field splitting is comparable with or larger than the Zeeman energy, observed splittings differ from $g\mu_BB$: the $M=\pm\tfrac12$ doublet of an axial $S=\tfrac32$ ion splits by about $2g\mu_BB$ in a weak transverse field. For one electron or one hole, the ratio is first order in $\zeta/\Delta$ when the component of $\mathbf L$ along that axis connects the ground orbital to an excited one. Without such a connection, as for a $z^2$ orbital along $z$, it vanishes at first order and the relation says only that $g-2$ is at most of second order. With several electrons a connection to an excited level of the same spin is necessary but not sufficient, because first-order contributions of opposite sign can cancel. The relation itself has a second-order error, which is calculated below for one hole.

### Conventions

$\mathbf L=-i\,\mathbf r\times\nabla$ and $\mathbf S$ are measured in units of $\hbar$, with $\mathbf r$ measured from the nucleus. The free-spin factor is set to 2, without its small radiative correction. A weak uniform field $\mathbf B$ adds

$$
H_Z=\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S).
$$

The diamagnetic term, quadratic in $B$, does not affect a splitting linear in $B$. Since a moment $\mathbf m$ has energy $-\mathbf m\cdot\mathbf B$,

$$
\mathbf m_{\rm orb}=-\mu_B\langle\mathbf L\rangle,\qquad
\mathbf m_{\rm spin}=-2\mu_B\langle\mathbf S\rangle .
$$

The ratio along axis $k$ is therefore

$$
r\equiv\frac{m_{\rm orb}}{m_{\rm spin}}=\frac{\langle L_k\rangle}{2\langle S_k\rangle}.
$$

The minus signs cancel. A positive $r$ means parallel moments.

### The simplest quenched state

Let the ground orbital be $|0\rangle=|x^2-y^2\rangle$. With a common radial factor, which $\mathbf L$ does not change, the orbitals needed are

$$
|0\rangle=\tfrac{\sqrt3}{2}(x^2-y^2),\quad |xy\rangle=\sqrt3\,xy,\quad |yz\rangle=\sqrt3\,yz,\quad |xz\rangle=\sqrt3\,xz .
$$

Direct differentiation gives

$$
L_z(x^2-y^2)=-i(x\partial_y-y\partial_x)(x^2-y^2)=-i(-2xy-2xy)=4i\,xy,
$$

$$
L_x(x^2-y^2)=-i(y\partial_z-z\partial_y)(x^2-y^2)=-2i\,yz,
$$

$$
L_y(x^2-y^2)=-i(z\partial_x-x\partial_z)(x^2-y^2)=-2i\,xz .
$$

Multiplication by $\sqrt3/2$ turns these into

$$
L_z|0\rangle=2i|xy\rangle,\qquad L_x|0\rangle=-i|yz\rangle,\qquad L_y|0\rangle=-i|xz\rangle .
$$

The squared norms add to $4+1+1=6=l(l+1)$ for $l=2$, as they must. None of the three results contains $|0\rangle$, so $\langle0|\mathbf L|0\rangle=0$.

The reason is more general than this orbital. A crystal-field Hamiltonian without spin or magnetic field is real. If $\psi$ is an eigenfunction, so is $\psi^*$ with the same energy. When the level is nondegenerate, $\psi^*$ can differ from $\psi$ by a phase alone, and that phase can be absorbed to make $\psi$ real. Then

$$
\langle\psi|\mathbf L|\psi\rangle=-i\int\psi\,(\mathbf r\times\nabla\psi)\,d^3r
$$

is imaginary, while the expectation value of a Hermitian operator is real. It must be zero. No spatial symmetry was used. The numerical check applies this to a random real field, solved in the complex basis of definite $m$; the largest $|\langle l\rangle|$ found is of order $10^{-15}\hbar$.

Quenching concerns the expectation value. The matrix elements to excited orbitals survive, and they are what spin-orbit coupling uses.

### Electron and hole

One $d$ electron has $H_{SO}=\lambda\mathbf L\cdot\mathbf S$ with $\lambda=\zeta$. Nine $d$ electrons behave as one hole, and the sign of $\lambda$ then changes. To see this, write a one-electron operator with matrix $A$ in second quantization and reorder it:

$$
\sum_{pq}A_{pq}c_p^\dagger c_q={\rm Tr}A-\sum_{pq}A_{pq}c_qc_p^\dagger .
$$

With the hole creation operator $h_q^\dagger=c_q$, the last sum is $\sum A_{pq}h_q^\dagger h_p$. The matrix for holes is thus $-A^T$, apart from a constant. The crystal field, real and symmetric, changes sign. Orbital and spin matrices become $\tilde l_a=-l_a^T$ and $\tilde s_a=-s_a^T$. These obey the usual angular-momentum commutators and represent the total $\mathbf L$ and $\mathbf S$ of the nine electrons. The spin-orbit matrix becomes

$$
-\zeta\sum_a l_a^T\otimes s_a^T=-\zeta\sum_a\tilde l_a\otimes\tilde s_a ,
$$

because the two minus signs in the product cancel. Hence $\lambda=-\zeta$ for one hole. In the basis of real orbitals $l_a$ is imaginary and Hermitian, so $\tilde l_a=l_a$ and the actions of $\mathbf L$ calculated above apply unchanged to the hole.

### Spin-orbit mixing, with the spin along z

Let $\Delta_{xy}$ and $\Delta_{xz}$ be the positive excitation energies to $|xy\rangle$ and to the pair $|xz\rangle,|yz\rangle$. From $S_x|\uparrow\rangle=\tfrac12|\downarrow\rangle$ and $S_y|\uparrow\rangle=\tfrac i2|\downarrow\rangle$,

$$
\lambda\mathbf L\cdot\mathbf S|0\uparrow\rangle
=\lambda\left[i|xy\uparrow\rangle+\tfrac12\big(|xz\rangle-i|yz\rangle\big)|\downarrow\rangle\right].
$$

First-order perturbation theory divides each excited component by minus its excitation energy:

$$
|\psi_\uparrow\rangle=|0\uparrow\rangle-\frac{i\lambda}{\Delta_{xy}}|xy\uparrow\rangle
-\frac{\lambda}{2\Delta_{xz}}\big(|xz\rangle-i|yz\rangle\big)|\downarrow\rangle .
$$

The $xy$ admixture is imaginary relative to the ground orbital, and this makes a circulating current possible. Its contribution to the orbital momentum uses $\langle0|L_z|xy\rangle=(2i)^*=-2i$:

$$
\langle L_z\rangle=2\,{\rm Re}\left[(-2i)\left(-\frac{i\lambda}{\Delta_{xy}}\right)\right]=-\frac{4\lambda}{\Delta_{xy}} .
$$

The flipped-spin component has no first-order matrix element with $|0\uparrow\rangle$, since $L_z$ leaves spin alone. It also leaves $\langle S_z\rangle=\tfrac12$ at this order. Therefore

$$
r_z=\frac{\langle L_z\rangle}{2\langle S_z\rangle}=-\frac{4\lambda}{\Delta_{xy}} .
$$

A limit shows what the mixture means. For a general state proportional to $|0\rangle+i\eta|xy\rangle$ with real $\eta$, the same matrix element gives $\langle L_z\rangle=4\eta/(1+\eta^2)$. At $\eta=0$ the moment is quenched. At $\eta=1$ the function is proportional to $x^2-y^2+2ixy=(x+iy)^2$, which has $m=2$, and the formula gives 2. Spin-orbit coupling moves the hole a distance $\eta=\zeta/\Delta_{xy}$ along this path.

### From the moment to g

The ground level is a Kramers doublet. Time reversal takes $|\psi_\uparrow\rangle$ to its partner $|\psi_\downarrow\rangle$ and reverses both $\mathbf L$ and $\mathbf S$. For a field along $z$ the doublet is already diagonal: a rotation by $\pi$ about $z$ leaves $|0\rangle$ unchanged and multiplies the two spin states by $-i$ and $+i$. The full Hamiltonian is invariant under this rotation, and so is $L_z+2S_z$, which therefore cannot connect the partners. Their energies are $\pm\mu_BB\langle L_z+2S_z\rangle_\uparrow$. Defining $g$ by the splitting $g\mu_BB$,

$$
g_z=2\langle L_z+2S_z\rangle_\uparrow
=2-\frac{8\lambda}{\Delta_{xy}}=2+2r_z ,
$$

where the last two equalities hold to first order. A hole has $g_z-2=8\zeta/\Delta_{xy}>0$ and parallel moments. An electron in the same orbital has the opposite sign.

For the $x$ axis, take a state with $S_x=\tfrac12$. The relevant admixture is $-\lambda(-i)/(2\Delta_{xz})|yz\rangle=i\lambda/(2\Delta_{xz})|yz\rangle$, and $\langle0|L_x|yz\rangle=i$. Thus

$$
\langle L_x\rangle=2\,{\rm Re}\left[i\,\frac{i\lambda}{2\Delta_{xz}}\right]=-\frac{\lambda}{\Delta_{xz}},\qquad
g_x-2=-\frac{2\lambda}{\Delta_{xz}} .
$$

Rotation by $\pi$ about $x$ again forbids mixing of the partners. The factor of four between the two numerators comes from the squared matrix elements, $|2i|^2$ against $|-i|^2$.

### The size of the error

The splitting formula contains more than its first-order expansion. Put $\sigma=2\langle S_k\rangle$ for the state with spin mainly along $+k$. Since $\langle L_k\rangle=r\sigma$,

$$
g=2\langle L_k+2S_k\rangle=2\sigma(1+r).
$$

In the weak-field limit this holds for the doublet without expansion in $\zeta$. Subtracting $2+2r$ gives the error of Kittel's relation:

$$
g-2-2r=-2(1-\sigma)(1+r).
$$

The error is the loss of spin polarization caused by spin flips. If the flipped component has weight $w$, then $\sigma=(1-w)-w=1-2w$, and the leading error is $-4w$. For the $z$ axis the admixture above gives

$$
w_z=\left(\frac{\lambda}{2\Delta_{xz}}\right)^2(1+1)=\frac{\lambda^2}{2\Delta_{xz}^2},\qquad
-4w_z=-2\left(\frac{\zeta}{\Delta_{xz}}\right)^2 .
$$

For the $x$ axis the operators that flip the spin are $S_y$ and $S_z$, each with matrix element of magnitude $\tfrac12$. They accompany the orthogonal orbitals $L_y|0\rangle=-i|xz\rangle$ and $L_z|0\rangle=2i|xy\rangle$. Hence

$$
w_x=\frac{\lambda^2}{4\Delta_{xz}^2}+\frac{\lambda^2}{\Delta_{xy}^2},\qquad
-4w_x=-\zeta^2\left(\frac1{\Delta_{xz}^2}+\frac4{\Delta_{xy}^2}\right).
$$

### Numbers for a model hole

Take $\zeta=0.05$ eV, $\Delta_{xy}=1.5$ eV and $\Delta_{xz}=2.0$ eV. The $z^2$ orbital lies at 1.0 eV, but $\mathbf L|0\rangle$ has no $z^2$ component, so it does not enter at first order. The formulas give

$$
g_z-2\simeq\frac{8(0.05)}{1.5}=0.2667,\qquad
g_x-2\simeq\frac{2(0.05)}{2.0}=0.0500 .
$$

Diagonalization of the nine-electron model at 1 T gives $m_{\rm spin}=0.9994\,\mu_B$ and $m_{\rm orb}=0.1310\,\mu_B$ along $z$. Thus $2r_z=2(0.1310)/0.9994=0.2622$, while the level splitting gives $g_z-2=0.2609$. The difference is $-0.0014$, about 0.5% of $g_z-2$; the leading formula predicts $-2(0.05/2.0)^2=-0.00125$.

Along $x$, $2r_x=0.0506$ and $g_x-2=0.0455$. The difference, $-0.0050$, agrees with the predicted $-0.0051$ but is 11% of $g_x-2$. The shift along $x$ is small because its matrix element is 1 and its gap is large. The spin flips there use the stronger matrix element to the nearer $xy$ orbital. A small $g$ shift is therefore no guarantee that Kittel's relation has a small relative error.

The quoted moments need one precaution. A field also induces moments by mixing in excited levels. If $M_\uparrow(B)=M_0+\chi B$ to first order, time reversal gives $M_\downarrow(B)=-M_\uparrow(-B)=-M_0+\chi B$. Half the difference is $M_0$, without the induced Van Vleck part. The numerical moments are obtained in this way.

The dependence on $\zeta$ along $z$ is:

| $\zeta$ (eV) | $g_z-2$ | $2r_z$ | $8\zeta/\Delta_{xy}$ |
|---:|---:|---:|---:|
| 0.0125 | 0.0663 | 0.0664 | 0.0667 |
| 0.025 | 0.1320 | 0.1323 | 0.1333 |
| 0.05 | 0.2609 | 0.2622 | 0.2667 |
| 0.10 | 0.5080 | 0.5137 | 0.5333 |

The shift is nearly linear. Tests at $\zeta=0.01$ and 0.005 eV confirm, for both axes, that the remainder of $g-2$ beyond the linear law falls by about four when $\zeta$ is halved, and that the Kittel error follows the derived coefficient within 10%.

## Second half: many electrons, resonance and the limits of the relation

The symbols carry over: $\mathbf L$ and $\mathbf S$ are total angular momenta in units of $\hbar$, $\zeta$ is the one-electron spin-orbit constant, and $r=m_{\rm orb}/m_{\rm spin}=\langle L_k\rangle/(2\langle S_k\rangle)$ along axis $k$. For one hole in $x^2-y^2$, with $H_{SO}=\lambda\mathbf L\cdot\mathbf S$ and $\lambda=-\zeta$, the first half found $g_z-2=8\zeta/\Delta_{xy}$ and $g_x-2=2\zeta/\Delta_{xz}$. Both equal $2r$ at first order. Spin flips cause the error $-2(1-\sigma)(1+r)$, where $\sigma$ is the spin projection divided by its full value.

### What replaces the real orbital

Let $H_0$ contain the kinetic energy, a real crystal field and the Coulomb repulsion. It may also contain isotropic exchange terms such as $\mathbf s_i\cdot\mathbf s_j$. It commutes with the total spin. Its ground level has spin $S$ and the $2S+1$ states $|0,M\rangle$, with no further degeneracy.

Let $K$ be complex conjugation of the orbital functions and of the spin components in the usual $S_z$ basis. It reverses every $\mathbf l_i$. It leaves $s_i^x$ and $s_i^z$ unchanged and reverses $s_i^y$, so products $\mathbf s_i\cdot\mathbf s_j$ are unchanged. Hence $K$ commutes with $H_0$, and $K^2=1$. The operators $S_x\pm iS_y$ are also unchanged, because both $i$ and $S_y$ change sign. The states can therefore be chosen so that $K|n,M\rangle=|n,M\rangle$, in every multiplet $n$ and for every $M$.

If an operator obeys $KXK=-X$, then for two such states $\phi$ and $\psi$,

$$
\langle\phi|X|\psi\rangle^*=\langle K\phi|KX\psi\rangle=-\langle\phi|X|\psi\rangle .
$$

The matrix element is imaginary. For $X=L_i$ and $\phi=\psi=|0,M\rangle$ it must also be real, and so it vanishes. Because $\mathbf L$ commutes with the total spin, it has no elements between different $M$ either. The whole ground multiplet is quenched.

For one hole, Kittel's relation holds at first order, with a second-order error caused by spin flips, and the orbital moment of a many-electron ground multiplet without further degeneracy is quenched before spin-orbit coupling acts. It remains to prove the relation for many electrons and to examine resonance, exchange, the magnetomechanical factor and the cases where quenching fails.
